\section*{Single-Colour Pyrometer Error from Emissivity Uncertainty in the Wien Regime}

\section{A temperature for a stress calculation}

The thermal part of the stress in a deposited film is calculated from the temperature interval through which film and substrate cool together. Suppose that the deposition temperature entering this calculation comes from a pyrometer working at one wavelength. Two decisions must be made before the reading is used: what error bar it carries, and whether a pyrometer at another wavelength would make that error bar acceptably small. Both depend on how an error in the surface emissivity becomes an error in temperature.

Let $T$ be the true absolute temperature and $\varepsilon$ the true emissivity at the measuring wavelength $\lambda$, in the direction of the detector. The instrument is set to an assumed emissivity $\varepsilon_a$ and reports a temperature $T_i$. The fractional emissivity error, relative to the true value, is
\begin{equation}
q=\frac{\varepsilon_a-\varepsilon}{\varepsilon}.
\end{equation}
The example is a model substrate with $T=1000$ K, $\lambda=0.90\,\mu$m, $\varepsilon=0.60$ and $\varepsilon_a=0.66$, so that $q=0.10$. These are round parameters, not data for a particular material.

\section{The estimate on the back of an envelope}

When the photon energy is much larger than the thermal energy, thermal emission at fixed wavelength varies with temperature as a Boltzmann factor. The photon energy is $\hbar\omega=2\pi\hbar c/\lambda$, so the signal is
\begin{equation}
S\propto \varepsilon\, e^{-c_2/(\lambda T)},\qquad c_2=\frac{2\pi\hbar c}{k},
\end{equation}
where $k$ is Boltzmann's constant and $c_2=14388\,\mu$m\,K. No electric charge appears, so the Gaussian form of these expressions is also their form in other systems.

A small temperature change $\delta T$ changes the exponent by $c_2\,\delta T/(\lambda T^2)$. The fractional signal change is therefore
\begin{equation}
\frac{\delta S}{S}\approx\frac{c_2}{\lambda T}\,\frac{\delta T}{T}.
\end{equation}
If the assumed emissivity is too high by the fraction $q$, the instrument attributes too much of the signal to the emissivity. The blackbody radiance it infers is too low by about $q$. Setting $\delta S/S=-q$ gives
\begin{equation}
\frac{\delta T}{T}\approx-\frac{\lambda T}{c_2}\,q .
\label{eq:estimate}
\end{equation}

For the example $c_2/(\lambda T)$ is about 16. A 10\% emissivity error is divided by 16, which leaves about 0.6\% of 1000 K, or 6 K. The division by a large number expresses the steepness of the emission: a small temperature change suffices to imitate a sizeable emissivity change.

\section{The controlled derivation}

\subsection{The signal}

The energy density of blackbody radiation per unit angular frequency is the mode density $\omega^2/(\pi^2c^3)$ times the mean thermal energy of a mode. Isotropic radiation carries the radiance $c/(4\pi)$ times its energy density, hence
\begin{equation}
B_\omega=\frac{\hbar\omega^3}{4\pi^3c^2}\,
\frac{1}{e^{\hbar\omega/(kT)}-1}.
\end{equation}
To pass to radiance per unit wavelength, put $\omega=2\pi c/\lambda$ and multiply by $|d\omega/d\lambda|=2\pi c/\lambda^2$. The prefactor becomes
\begin{equation}
\frac{\hbar}{4\pi^3c^2}\,\frac{8\pi^3c^3}{\lambda^3}\,\frac{2\pi c}{\lambda^2}
=\frac{4\pi\hbar c^2}{\lambda^5},
\end{equation}
and therefore
\begin{equation}
B(\lambda,T)=\frac{4\pi\hbar c^2}{\lambda^5}\,\frac{1}{e^{x}-1},
\qquad x=\frac{c_2}{\lambda T}.
\end{equation}

The surface is opaque, the filter is narrow, and no reflected or stray light reaches the detector. The signal is then $S=G\varepsilon B(\lambda,T)$. The factor $G$ contains the viewing geometry, the filter width, the transmission and the detector response. It is known from calibration on a blackbody and is assumed not to change between calibration and use. In a deposition chamber these assumptions need checking: a coated viewport lowers $G$ and acts as an emissivity set too high, and a substrate that is transparent at the measuring wavelength lets the detector see what lies behind it.

\subsection{What the instrument reports}

The instrument finds the temperature at which a surface of emissivity $\varepsilon_a$ would give the measured signal:
\begin{equation}
\varepsilon_a B(\lambda,T_i)=\varepsilon B(\lambda,T).
\end{equation}
The prefactor of $B$ depends on wavelength alone and cancels. With $r=\varepsilon_a/\varepsilon=1+q$ and $x_i=c_2/(\lambda T_i)$,
\begin{equation}
\frac{r}{e^{x_i}-1}=\frac{1}{e^x-1}
\quad\Longrightarrow\quad
e^{x_i}=1+r\,(e^x-1).
\label{eq:planckinv}
\end{equation}
Taking $r e^x$ out of the right-hand side gives
\begin{equation}
e^{x_i}=r e^x\left[1+\left(\frac1r-1\right)e^{-x}\right],
\end{equation}
as multiplying out confirms. The logarithm is
\begin{equation}
x_i=x+\ln r+\ln\left[1+\left(\frac1r-1\right)e^{-x}\right].
\label{eq:xi}
\end{equation}

In the Wien regime $e^{-x}\ll1$, and for $r$ of order one the last term is negligible. If $r$ is very small, one also needs $r e^x\gg1$, which says that the reported temperature lies in the Wien regime too. Dropping the last term and multiplying by $\lambda/c_2$ yields
\begin{equation}
\frac1{T_i}=\frac1T+\frac{\lambda}{c_2}\ln\frac{\varepsilon_a}{\varepsilon}.
\label{eq:law}
\end{equation}
This reading law does not require a small emissivity error. An emissivity set too high makes the logarithm positive and the reading too low. In particular, an instrument set to $\varepsilon_a=1$ reads below the true temperature of any surface with $\varepsilon<1$.

\subsection{Small errors and the first correction}

Define $u=\lambda T/c_2=1/x$. Multiplying (\ref{eq:law}) by $T$ and inverting gives
\begin{equation}
\frac{T_i}{T}=\frac{1}{1+u\ln(1+q)}.
\end{equation}
For $|q|\ll1$, with $u$ small as the Wien regime implies, use $\ln(1+q)=q-q^2/2+O(q^3)$ and the geometric series:
\begin{align}
\frac{T_i}{T}
&=1-u\ln(1+q)+u^2\ln^2(1+q)+O(q^3)\nonumber\\
&=1-u\left(q-\frac{q^2}{2}\right)+u^2q^2+O(q^3).
\end{align}
The fractional temperature error is thus
\begin{equation}
\frac{T_i-T}{T}=-\frac{\lambda T}{c_2}\,q
+\left(\frac u2+u^2\right)q^2+O(q^3).
\label{eq:series}
\end{equation}

The first term is the envelope estimate (\ref{eq:estimate}), now with its conditions. At fixed $q$ the fractional error is proportional to $\lambda T$, and the error in kelvin is proportional to $\lambda T^2$. The second term is positive for either sign of $q$. It reduces the magnitude of the error when the emissivity is set too high and increases it when the emissivity is set too low.

\section{Comparison with the full Planck signal}

\subsection{A ten per cent emissivity error}

For the model substrate $\lambda T=900\,\mu$m\,K, so
\begin{equation}
x=\frac{14387.77}{900}=15.986,\qquad u=\frac1x=0.06255.
\end{equation}
Since $e^{-x}=1.14\times10^{-7}$, the Wien approximation is very good here. The linear term is
\begin{equation}
-u q T=-0.06255\times0.10\times1000\ \mathrm{K}=-6.26\ \mathrm{K},
\end{equation}
and the quadratic term is
\begin{equation}
(0.03128+0.00391)\times0.010\times1000\ \mathrm{K}=+0.35\ \mathrm{K}.
\end{equation}
Their sum is $-5.90$ K. The reading law gives
\begin{equation}
T_i=\frac{1000\ \mathrm{K}}{1+0.06255\ln1.1}=994.07\ \mathrm{K},
\end{equation}
an error of $-5.93$ K. Numerical inversion of the full Planck signal gives the same reading to the digits shown. The difference of about 0.02 K from the two-term sum is due to the higher powers of $q$.

With the emissivity set low by the same fraction, $\varepsilon_a=0.54$, the error is $+6.63$ K. A symmetric emissivity interval therefore gives a slightly asymmetric temperature interval. Most of the asymmetry comes from the curvature of the logarithm, the $u/2$ in (\ref{eq:series}), and only a small part from the inversion of $1/T_i$. The first-order error bar is $\pm6$ K; a symmetric interval that contains both errors needs $\pm7$ K. These figures hold the true emissivity fixed and vary the setting. In use the setting and the reading are known and the true emissivity is uncertain. For $\varepsilon_a=0.60$ and a reading of 1000 K, a true emissivity between 0.54 and 0.66 places the true temperature between 1006.6 and 994.1 K: the larger error now belongs to the setting that is too high, and the bound of $\pm7$ K is unchanged.

The dependence on temperature at $0.90\,\mu$m and $q=0.10$ is as follows.
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & linear error (K) & Planck error (K)\\
600 & $-2.25$ & $-2.14$\\
1000 & $-6.26$ & $-5.93$\\
1400 & $-12.26$ & $-11.59$
\end{tabular}
\end{center}
From 600 to 1400 K the linear error grows by $(1400/600)^2=5.4$, while the fractional error grows by $1400/600=2.3$.

\subsection{A film that changes the emissivity}

Suppose that the setting is correct at the start, $\varepsilon_a=\varepsilon=0.60$, and that the growing film lowers the true emissivity to 0.30 while the substrate stays at 1000 K. Now $r=2$ and $q=1$, so the linear formula is out of its range; it would predict a drop of 63 K. The reading law gives
\begin{equation}
T_i=\frac{1000\ \mathrm{K}}{1+0.06255\ln2}=958.4\ \mathrm{K}.
\end{equation}
The instrument reports a cooling of 42 K that has not occurred. If a controller restores the reading to its original value by heating, the true temperature follows from (\ref{eq:law}) as $1/T=1/T_i-(\lambda/c_2)\ln2$. It then lies above the set point: a false cooling has been turned into a real heating.

The consequence for the stress calculation can be traced directly. With temperature-independent elastic constants and expansion coefficients, the thermal stress is proportional to $T-T_0$, where $T_0$ is the temperature after cooling. A small reading error gives
\begin{equation}
\frac{\delta\sigma}{\sigma}=\frac{\delta T}{T-T_0}
\approx-\frac{\lambda T}{c_2}\,\frac{T}{T-T_0}\,q .
\end{equation}
The fractional stress error exceeds the fractional temperature error by the factor $T/(T-T_0)$, because the stress depends on an interval and not on the absolute temperature.

\subsection{Where the proportionality ends}

The small-error sensitivity without the Wien approximation follows from (\ref{eq:planckinv}). Differentiate with respect to $\ln r$ at fixed $x$:
\begin{equation}
e^{x_i}\frac{dx_i}{d\ln r}=r\,(e^x-1).
\end{equation}
At $r=1$, where $x_i=x$, this gives $dx_i/d\ln r=1-e^{-x}$. Since $T_i\propto1/x_i$, we have $d\ln T_i=-dx_i/x_i$, and the magnitude of the sensitivity is
\begin{equation}
s=-\frac{d\ln T_i}{d\ln\varepsilon_a}=\frac{1-e^{-x}}{x}.
\label{eq:s}
\end{equation}
For large $x$ it reduces to $u=\lambda T/c_2$. For small $x$, expansion of the exponential gives $s\approx1-x/2$, which tends to one. In that Rayleigh--Jeans limit the radiance is proportional to $T$, and a small fractional emissivity error passes undiminished into the temperature.

The Wien estimate exceeds the Planck sensitivity by the factor $1/(1-e^{-x})$. The excess is 1\% when $e^{-x}=1-1/1.01=1/101$, that is, at
\begin{equation}
\lambda T=\frac{c_2}{\ln101}=3118\,\mu\mathrm{m\,K}.
\end{equation}
At 1000 K this corresponds to a wavelength of about $3.1\,\mu$m. Numerical inversion at 1000 K shows the departure:
\begin{center}
\begin{tabular}{ccc}
$\lambda$ ($\mu$m) & Wien $u$ & Planck $s$\\
0.65 & 0.045 & 0.045\\
0.90 & 0.063 & 0.063\\
1.60 & 0.111 & 0.111\\
5.00 & 0.348 & 0.328\\
10.00 & 0.695 & 0.530
\end{tabular}
\end{center}

The local power with which $s$ grows follows by differentiating the logarithm of (\ref{eq:s}) and using $d\ln(\lambda T)=-d\ln x$:
\begin{equation}
\frac{d\ln s}{d\ln(\lambda T)}=1-\frac{x}{e^x-1}.
\end{equation}
It is close to one in the Wien regime and falls towards zero for small $x$. A power law fitted to the numerical sensitivities between 0.5 and $1.0\,\mu$m has exponent 1.000; between 5 and $20\,\mu$m no single power holds: the local power falls from 0.83 to 0.32, and a fit through 5, 10 and $20\,\mu$m gives the mean value 0.56. Because $e^x-1>x$ for $x>0$, the local power stays positive. At fixed $q$ a shorter wavelength thus reduces the small-error sensitivity outside the Wien regime as well, though by less than proportionality would suggest.

\subsection{A filter of finite width}

A real filter passes a band. Let the emissivity and the detector response be constant across it, and calibrate on a blackbody through the same filter. In the Wien regime the band signal obeys
\begin{equation}
\frac{d\ln S}{d\ln T}=\frac{c_2}{T}\left\langle\frac1\lambda\right\rangle,
\end{equation}
where the average is weighted with $B$. The sensitivity is the reciprocal of this quantity, so the filter acts as if its wavelength were $1/\langle1/\lambda\rangle$.

To estimate the shift, write $\lambda=\lambda_0(1+\eta)$ about the centre $\lambda_0$, and let $x$ refer to $\lambda_0$. From $B\propto\lambda^{-5}e^{-c_2/(\lambda T)}$ the weight is $1+(x-5)\eta$ to first order. If $\overline{\eta^2}$ is the unweighted mean square of $\eta$, then $\langle\eta\rangle\approx(x-5)\overline{\eta^2}$ and
\begin{equation}
\lambda_0\left\langle\frac1\lambda\right\rangle
\approx1-\langle\eta\rangle+\langle\eta^2\rangle
\approx1-(x-6)\,\overline{\eta^2}.
\end{equation}
For a rectangular band of full width $w$, $\overline{\eta^2}=(w/\lambda_0)^2/12$. With $w=0.04\,\mu$m the sensitivity rises by
\begin{equation}
9.986\times\frac{(0.04/0.90)^2}{12}=0.0016,
\end{equation}
or 0.16\%, in agreement with the numerical band integral. For a band this narrow the centre wavelength is sufficient. A detector that counts photons is weighted with $\lambda B$, which replaces $x-6$ by $x-5$ and gives 0.18\%. The shift grows about as $w^2$: for $w=0.4\,\mu$m the band integral raises the sensitivity by 12\%, the expansion overestimates this as 16\%, and the centre wavelength no longer suffices.

\section{Choosing the wavelength}

Let the permitted fractional temperature error be $f$. The linear law requires
\begin{equation}
\lambda\le\frac{f\,c_2}{|q|\,T}.
\end{equation}
For $f=0.005$, $|q|=0.10$ and $T=1000$ K this gives $\lambda\le0.719\,\mu$m. At that wavelength the full errors are $-0.47\%$ for the high setting and $+0.53\%$ for the low one. The limit is thus a first-order design value; a strict bound of 0.5\% for $q=\pm0.10$ needs $\lambda\le0.679\,\mu$m.

The price is signal. At $0.719\,\mu$m one has $x=|q|/f=20$, so the radiance at $0.90\,\mu$m is larger by
\begin{equation}
\left(\frac{0.719}{0.90}\right)^5e^{20-15.986}\approx18 .
\end{equation}
The fractional temperature error caused by the wrong emissivity falls by one fifth, from 0.626\% to 0.50\% in the linear estimate, while the radiance falls by a factor of 18. At the strict limit of $0.679\,\mu$m the factor is 44.

Noise can decide whether this exchange is worthwhile. A small fractional signal error $\nu$ enters the inversion as an emissivity error does and produces a temperature error of magnitude $u|\nu|$. If the noise amplitude, the emissivity and the factor $G$ are the same at both wavelengths, $\nu$ grows by a factor of 18.1 and $u$ is multiplied by $0.50/0.626$. The temperature noise then grows about 14-fold. This figure belongs to a fixed noise amplitude on a signal proportional to radiance. For a photon detector limited by shot noise, $\nu$ goes as the inverse square root of the photon rate $\propto\lambda B$, and at equal quantum efficiency the growth is only about 3.8-fold. As far as noise is concerned, the shorter wavelength is useful if the noise at $0.90\,\mu$m is small enough to bear the increase that applies to the detector at hand.

Two further conditions belong to the choice. First, the proportionality to $\lambda T$ holds at fixed $q$. If the emissivity is known less well at one wavelength than at another, the quantity to compare is $\lambda|q(\lambda)|$. Likewise, if the true emissivity changes with temperature while the setting does not, (\ref{eq:law}) still holds with $\varepsilon$ taken at the true temperature, but $q$ then varies with $T$ and the simple temperature scaling is lost.

Second, stray light must be negligible. If it adds a fraction $\beta$ to the thermal signal, the Wien balance becomes $\varepsilon_a e^{-x_i}=\varepsilon(1+\beta)e^{-x}$, and
\begin{equation}
\frac1{T_i}=\frac1T+\frac{\lambda}{c_2}
\left[\ln\frac{\varepsilon_a}{\varepsilon}-\ln(1+\beta)\right].
\end{equation}
Stray light raises the reading and can hide an emissivity set too high. The fraction $\beta$ depends on wavelength. For light reflected from a source at $T_h>T$ it grows as $\exp[(c_2/\lambda)(1/T-1/T_h)]$ towards short wavelengths and can reverse the gain. With a black heater at 1200 K, reflectance 0.40, view factor 0.02 and a correct emissivity setting, the reading is too high by 11 K at $0.90\,\mu$m and by 16 K at $0.719\,\mu$m. An error bar based on emissivity alone is complete only when $\beta$, the signal noise and the calibration error are small compared with $|q|$. For the model substrate under that condition, the stress calculation may use the reading at $0.90\,\mu$m with a first-order uncertainty of about 6 K for an emissivity uncertainty of 10\%.

\section*{Computed results}
\begin{verbatim}
second radiation constant c2 = 14387.77 um K
true temperature = 1000 K, wavelength = 0.90 um
true emissivity = 0.60, assumed = 0.66
fractional emissivity error q = 0.100
lambda*T = 900 um K
x = c2/(lambda T) = 15.986, exp(-x) = 1.14e-07
u = lambda T/c2 = 0.06255
numerical sensitivity = 0.06255
d ln B/d ln T, numerical = 15.986
signal change per kelvin = 1.599 %/K
linear error estimate = -6.255 K
linear fractional error = -0.626 %
quadratic term = 0.352 K
Wien reading = 994.073 K
Planck reading = 994.073 K
error, emissivity set high = -5.927 K
assumed emissivity for -q = 0.54
error, emissivity set low = +6.634 K
film case: true emissivity = 0.30, assumed = 0.60
film case: reading = 958.44 K
film case: false change = -41.56 K
Sensitivity at 1000 K: wavelength/um, Wien, Planck numerical
   0.65  0.0452  0.0452
   0.90  0.0626  0.0626
   1.60  0.1112  0.1112
   3.00  0.2085  0.2068
   5.00  0.3475  0.3280
  10.00  0.6950  0.5302
Error at 0.90 um for +q: T/K, linear/K, Planck numerical/K
     600  -2.252  -2.139
     800  -4.003  -3.798
    1000  -6.255  -5.927
    1200  -9.008  -8.524
    1400  -12.260  -11.589
power of wavelength, 0.5 to 1.0 um = 1.00000
power of temperature, 600 to 1400 K = 0.99999
power of wavelength, 5 to 20 um = 0.560
sensitivity at 2000 um = 0.9964
Wien estimate 1 % too large at lambda*T = 3118 um K
filter full width = 40 nm
filter changes sensitivity by 0.164 %
target fractional error = 0.50 %
longest wavelength for target = 0.719 um
error there for +q = -0.474 %
error there for -q = +0.530 %
radiance at 0.90 um / radiance there = 18.1
\end{verbatim}
